**Electron exponents and crossover pressure in an acceptor-doped oxide**

For acceptor concentration $A$, electron concentration $n$, vacancy concentration $V$ and oxygen pressure $p$ relative to 1 bar, the dilute model has $K=Vn^2p^{1/2}$ and $n+A=2V$. It gives $n\propto p^{-1/4}$ under doping control, $n\propto p^{-1/6}$ under reduction control, and equal vacancy supply at $p_{\rm eq}=K^2/A^6$. The program finds the Fermi level from charge balance with two-state site statistics, including holes, and compares the results with these formulas. It asserts agreement for the concentrations, the local exponents, the crossover and its change on doubling $A$, and the intersection of the limiting laws at $4p_{\rm eq}$. It also asserts the behaviour at the high-pressure hole limit and the absence of an exponent near $-1/4$ in a scan with $A$ equal to one tenth of the intrinsic carrier concentration. For the model parameters, the formula gives $p_{\rm eq}=5.14\times10^{-15}$ bar, and site statistics give a value 0.20% lower. The local exponent there is $-0.200$, and doubling $A$ lowers the crossover pressure by a factor of 64.1.

## Check in Python

```python
"""
Electron concentration in an acceptor-doped oxide with doubly charged vacancies.

Result under test, with K = V n^2 p^(1/2) and charge balance n + A = 2 V:
  doping-controlled range   n = (2K/A)^(1/2) p^(-1/4)
  reduction-controlled      n = (2K)^(1/3) p^(-1/6)
  equal vacancy supply      n = A at p_eq = K^2/A^6, local exponent -1/5
  limiting lines intersect  p_x = 4 K^2/A^6

n, h, V, A: electron, hole, oxygen-vacancy, acceptor concentrations (cm^-3)
p: oxygen pressure divided by 1 bar
The reference calculation finds the Fermi level from charge balance with
two-state site statistics, including holes and site exclusion.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

temperature = 1200.0          # K
oxygen_sites = 5.0e22         # cm^-3
carrier_sites = 2.5e22        # cm^-3, for electrons and for holes
reduction_energy = 4.2        # eV, standard free energy at 1 bar
pair_energy = 3.0             # eV, free energy of an electron-hole pair
acceptors = 1.0e19            # cm^-3
kT = constants.k * temperature / constants.e


def populations(log_p, doping=acceptors, gap=pair_energy):
    """Return n, V, h from the Fermi level that makes the oxide neutral."""
    def occupy(eta):
        n = carrier_sites / (1 + np.exp(-eta))
        v = oxygen_sites / (1 + np.exp(reduction_energy / kT
                                       + 2 * eta + 0.5 * log_p))
        h = carrier_sites / (1 + np.exp(gap / kT + eta))
        return n, v, h

    def charge(eta):
        n, v, h = occupy(eta)
        return n + doping - 2 * v - h

    return occupy(brentq(charge, -70.0, 20.0, xtol=1e-13, rtol=1e-14))


def exponent(log_p, doping=acceptors, gap=pair_energy):
    """Central difference of ln n with respect to ln p."""
    step = 0.01
    upper = populations(log_p + step, doping, gap)[0]
    lower = populations(log_p - step, doping, gap)[0]
    return np.log(upper / lower) / (2 * step)


def equal_supply_pressure(doping):
    """Locate n = doping numerically."""
    return np.exp(brentq(lambda q: populations(q, doping)[0] / doping - 1,
                         -150.0, 30.0, xtol=1e-11))


# Derived dilute-limit formulas
K = oxygen_sites * carrier_sites**2 * np.exp(-reduction_energy / kT)
K_i = carrier_sites**2 * np.exp(-pair_energy / kT)
n_i = np.sqrt(K_i)
p_eq = K**2 / acceptors**6
p_x = 4 * p_eq
p_h = 4 * K**2 * acceptors**2 / K_i**4

# Crossover and its doping dependence; site exclusion shifts p by about 0.2 %
p_numeric = equal_supply_pressure(acceptors)
p_double = equal_supply_pressure(2 * acceptors)
assert abs(p_numeric / p_eq - 1) < 0.005
assert abs(p_numeric / p_double / 64 - 1) < 0.01
slope_eq = exponent(np.log(p_numeric))
assert abs(slope_eq + 0.2) < 0.001

# Concentrations and local exponents over the whole example range
pressures = [1.0, 1e-5, 1e-10, p_eq, 1e-18, 1e-21]
table = []
for p in pressures:
    n, v, h = populations(np.log(p))
    slope = exponent(np.log(p))
    roots = np.roots([1, 1, 0, -2 * K / np.sqrt(p) / acceptors**3])
    cubic_n = acceptors * max(r.real for r in roots if abs(r.imag) < 1e-9)
    x = cubic_n / acceptors
    hole_free_slope = -(1 + x) / (2 * (2 + 3 * x))
    # one percent allows for holes at 1 bar and site exclusion at low p
    assert abs(n / cubic_n - 1) < 0.01
    assert abs(slope - hole_free_slope) < 0.002
    assert abs(slope + v / (n + h + 4 * v)) < 0.002
    table.append((p, n, v, h, slope, cubic_n))

# Pure limits and line intersection, in a lightly doped wide-gap oxide where
# both limits are reached while all site occupations stay small
light, wide = 1.0e16, 5.0
p_cross = 4 * K**2 / light**6
q_low, q_high = np.log(p_cross * 1e-16), np.log(p_cross * 1e16)
n_low = populations(q_low, light, wide)[0]
n_high = populations(q_high, light, wide)[0]
slope_low = exponent(q_low, light, wide)
slope_high = exponent(q_high, light, wide)
assert abs(slope_low + 1 / 6) < 0.0005
assert abs(slope_high + 1 / 4) < 0.0005
assert abs(n_low / ((2 * K)**(1 / 3) * np.exp(-q_low / 6)) - 1) < 0.003
assert abs(n_high / (np.sqrt(2 * K / light) * np.exp(-q_high / 4)) - 1) < 0.003
q_cross = 12 * (np.log(n_high / n_low) + q_high / 4 - q_low / 6)
# a small error in ln n is multiplied by 12 in the intersection
assert abs(np.exp(q_cross) / p_cross - 1) < 0.03

# True concentration at the intersection of the limiting lines
x_cross = brentq(lambda x: x**2 * (1 + x) - 1, 0, 1)
ratio_cross = populations(np.log(p_x))[0] / acceptors
assert abs(ratio_cross / x_cross - 1) < 0.003

# Overestimates made by the limiting laws at equal supply
n_eq = populations(np.log(p_eq))[0]
over_doping = np.sqrt(2 * K / acceptors) * p_eq**(-0.25) / n_eq
over_reduction = (2 * K)**(1 / 3) * p_eq**(-1 / 6) / n_eq
assert abs(over_doping / np.sqrt(2) - 1) < 0.003
assert abs(over_reduction / 2**(1 / 3) - 1) < 0.003

# High-pressure end of the doping-controlled range
hole_ratio = populations(np.log(p_h))[0] * acceptors / K_i
assert abs(hole_ratio - (1 + np.sqrt(5)) / 2) < 0.005
assert abs(exponent(np.log(p_h * 1e10))) < 0.001

# Doping far below n_i must not produce an exponent near -1/4
weak_doping = 0.1 * n_i
weak_slopes = [exponent(q, weak_doping)
               for q in np.linspace(np.log(1e-20), np.log(1e10), 121)]
steepest_weak = min(weak_slopes)
assert steepest_weak > -0.175

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Oxygen site density: {oxygen_sites:.2e} cm^-3")
print(f"Electron (and hole) site density: {carrier_sites:.2e} cm^-3")
print(f"Reduction free energy G: {reduction_energy:.2f} eV")
print(f"Electron-hole pair free energy: {pair_energy:.2f} eV")
print(f"Acceptor concentration A: {acceptors:.2e} cm^-3")
print(f"Reduction constant K (p relative to 1 bar): {K:.4e} cm^-9")
print(f"K/A^3: {K / acceptors**3:.4e} (dimensionless)")
print(f"Electron-hole constant K_i: {K_i:.4e} cm^-6")
print(f"Intrinsic carrier concentration n_i: {n_i:.4e} cm^-3")
print(f"A/n_i: {acceptors / n_i:.1f} (dimensionless)")
print(f"Equal-supply pressure p_eq, formula: {p_eq:.4e} bar")
print(f"Equal-supply pressure in pascal: {p_eq * 1e5:.4e} Pa")
print(f"Equal-supply pressure, site statistics: {p_numeric:.4e} bar")
print(f"Site statistics relative to formula: "
      f"{100 * (p_numeric / p_eq - 1):.3f} percent")
print(f"Local exponent at n = A, site statistics: {slope_eq:.5f}")
print(f"Equal-supply pressure for doubled A: {p_double:.4e} bar")
print(f"Pressure ratio on doubling A: {p_numeric / p_double:.3f}")
print(f"Limiting-line intersection p_x: {p_x:.4e} bar")
print(f"n/A at p_x, cubic: {x_cross:.5f}; site statistics: {ratio_cross:.5f}")
print(f"Doping law / true n at p_eq: {over_doping:.4f}")
print(f"Reduction law / true n at p_eq: {over_reduction:.4f}")
print(f"High-pressure hole limit p_h (formal): {p_h:.3e} bar")
print(f"n A/K_i at p_h, site statistics: {hole_ratio:.5f}")
print(f"Exponent deep in reduction range (test oxide): {slope_low:.5f}")
print(f"Exponent deep in doping range (test oxide): {slope_high:.5f}")
print(f"Steepest exponent for A = 0.1 n_i: {steepest_weak:.5f}")
print("Site-statistics table: p/bar, n, V, h in cm^-3, exponent; cubic n")
for p, n, v, h, slope, cubic_n in table:
    print(f"{p:.3e}  {n:.4e}  {v:.4e}  {h:.3e}  {slope:.4f}  {cubic_n:.4e}")
print("all tests passed")
```

Printed output:

```
Temperature: 1200 K; kT: 0.10341 eV
Oxygen site density: 5.00e+22 cm^-3
Electron (and hole) site density: 2.50e+22 cm^-3
Reduction free energy G: 4.20 eV
Electron-hole pair free energy: 3.00 eV
Acceptor concentration A: 1.00e+19 cm^-3
Reduction constant K (p relative to 1 bar): 7.1718e+49 cm^-9
K/A^3: 7.1718e-08 (dimensionless)
Electron-hole constant K_i: 1.5719e+32 cm^-6
Intrinsic carrier concentration n_i: 1.2538e+16 cm^-3
A/n_i: 797.6 (dimensionless)
Equal-supply pressure p_eq, formula: 5.1434e-15 bar
Equal-supply pressure in pascal: 5.1434e-10 Pa
Equal-supply pressure, site statistics: 5.1332e-15 bar
Site statistics relative to formula: -0.200 percent
Local exponent at n = A, site statistics: -0.19993
Equal-supply pressure for doubled A: 8.0045e-17 bar
Pressure ratio on doubling A: 64.128
Limiting-line intersection p_x: 2.0574e-14 bar
n/A at p_x, cubic: 0.75488; site statistics: 0.75464
Doping law / true n at p_eq: 1.4148
Reduction law / true n at p_eq: 1.2604
High-pressure hole limit p_h (formal): 3.370e+09 bar
n A/K_i at p_h, site statistics: 1.61784
Exponent deep in reduction range (test oxide): -0.16676
Exponent deep in doping range (test oxide): -0.24998
Steepest exponent for A = 0.1 n_i: -0.16673
Site-statistics table: p/bar, n, V, h in cm^-3, exponent; cubic n
1.000e+00  3.7942e+15  4.9812e+18  4.143e+16  -0.2494  3.7866e+15
1.000e-05  6.7128e+16  5.0324e+18  2.342e+15  -0.2491  6.7124e+16
1.000e-10  1.1349e+18  5.5674e+18  1.385e+14  -0.2379  1.1350e+18
5.143e-15  9.9960e+18  9.9980e+18  1.572e+13  -0.1999  1.0000e+19
1.000e-18  4.9138e+19  2.9569e+19  3.193e+12  -0.1763  4.9216e+19
1.000e-21  1.6146e+20  8.5729e+19  9.673e+11  -0.1691  1.6227e+20
all tests passed
```
